# Cutoff convergence of the RPA correlation energy in a product basis

## The form of the answer

The random-phase approximation (RPA) correlation energy is a sum over density fluctuations. A product basis cut off at wavevector \(q_c\) leaves out those of shorter wavelength. How does the missing energy depend on \(q_c\)?

When \(q_c\) is much larger than the Fermi wavevector \(k_F\), the electrons are effectively at rest before a fluctuation excites them. Screening is weak there, so the first contribution is of second order in the Coulomb interaction, proportional to \(e^4\). It involves two electrons, each struck once, so the energy per volume is proportional to \(n^2\), with \(n\) the density. The energy denominator is kinetic and supplies \(m/\hbar^2\). Since \(e^2\) is an energy times a length, and \(\hbar^2/m\) an energy times a length squared,

\[
n^2e^4\frac{m}{\hbar^2}\ \sim\ \frac{\text{energy}}{\text{length}^6}.
\]

An energy per volume needs three more powers of length, and the one length left is \(1/q_c\). Hence

\[
\frac{\Delta E}{V}=-C\,\frac{me^4}{\hbar^2}\,\frac{n^2}{q_c^3}.
\]

The sign is that of a second-order energy. The number \(N_b\) of plane waves inside the cutoff grows as \(Vq_c^3\), so \(\Delta E\propto -N_e^2/N_b\) for \(N_e\) electrons: the volume drops out. The argument leaves open the number \(C\), the corrections, and the fate of the law in a crystal.

## The energy and the response

From here on Hartree atomic units are used. The gas is spin-unpolarized with a filled Fermi sphere, and \(v=4\pi/q^2\). The RPA is the direct one, without exchange in the response. Its energy follows from switching on the interaction with a strength \(\lambda\):

\[
E_c=-\frac12\sum_{\mathbf q}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\int_0^1 d\lambda\; v\,(\chi_\lambda-\chi_0),\qquad \chi_\lambda=\frac{\chi_0}{1-\lambda v\chi_0},
\]

with the responses taken at imaginary frequency \(i\omega\). With \(x=-v\chi_0\), the \(\lambda\) integral is \(\int_0^1 d\lambda\,[x/(1+\lambda x)-x]=\ln(1+x)-x\), so

\[
E_c=\frac12\sum_{\mathbf q}\int\frac{d\omega}{2\pi}\,\bigl[\ln(1+x)-x\bigr].
\]

The cutoff restricts this sum to \(q<q_c\). The empty states in \(\chi_0\) are taken as complete.

The noninteracting response is

\[
\chi_0=\frac2V\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{i\omega-\Delta_{\mathbf k}},\qquad \Delta_{\mathbf k}=\frac{|\mathbf k+\mathbf q|^2-k^2}{2}=\frac{q^2}{2}+\mathbf k\cdot\mathbf q ,
\]

where the 2 counts spin. In the term with \(f_{\mathbf k+\mathbf q}\), replace \(\mathbf k\) by \(-\mathbf k-\mathbf q\). The occupation becomes \(f_{\mathbf k}\) and \(\Delta_{\mathbf k}\) changes sign. The two terms combine through

\[
\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=-\frac{2\Delta}{\omega^2+\Delta^2},
\]

and therefore

\[
-\chi_0=n\left\langle\frac{2\Delta}{\omega^2+\Delta^2}\right\rangle ,
\]

where the brackets average over the Fermi sphere. For electrons at rest \(\Delta=q^2/2\), and

\[
x\simeq\frac{4\pi}{q^2}\,\frac{nq^2}{\omega^2+q^4/4}=\frac{\omega_p^2}{\omega^2+q^4/4},\qquad \omega_p^2=4\pi n .
\]

Its largest value, at \(\omega=0\), is \(4\omega_p^2/q^4\). When this is small, the logarithm may be expanded:

\[
\ln(1+x)-x=-\frac{x^2}{2}+\frac{x^3}{3}-\dots
\]

## The second-order term

The square \(x^2\) contains two independent averages, over electrons 1 and 2. The frequency integral of their product follows from partial fractions. For positive \(a\neq b\),

\[
\frac{1}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right],
\qquad \int\frac{d\omega}{2\pi}\frac1{a^2+\omega^2}=\frac1{2a}.
\]

Multiplying by \(4ab\) gives

\[
\int\frac{d\omega}{2\pi}\,\frac{2a}{a^2+\omega^2}\,\frac{2b}{b^2+\omega^2}
=\frac{4ab}{b^2-a^2}\,\frac{b-a}{2ab}=\frac{2}{a+b},
\]

and \(a=b\) follows by continuity. Both excitation energies are positive when \(q>2k_F\), since \(\Delta\ge q(q/2-k_F)\). The contribution of one wavevector is then

\[
-\frac14v^2n^2\left\langle\frac{2}{\Delta_1+\Delta_2}\right\rangle
=-\frac{8\pi^2n^2}{q^4}\left\langle\frac{1}{q^2+(\mathbf k_1+\mathbf k_2)\cdot\mathbf q}\right\rangle .
\]

The denominator is the energy of two electrons thrown out of the Fermi sphere. At rest each costs \(q^2/2\), which gives \(-8\pi^2n^2/q^6\).

To include their motion, write the denominator as \(q^2(1+\eta)\), with \(\eta=(\mathbf k_1+\mathbf k_2)\cdot\hat{\mathbf q}/q\). The average of \(\eta\) vanishes by symmetry. In a filled sphere \(\langle k^2\rangle=3k_F^2/5\), so one component has mean square \(k_F^2/5\), and two independent electrons give \(\langle\eta^2\rangle=2k_F^2/(5q^2)\). From \(1/(1+\eta)=1-\eta+\eta^2-\dots\),

\[
g(q)=-\frac{8\pi^2n^2}{q^6}\left[1+\frac{2k_F^2}{5q^2}+O(q^{-4})\right].
\]

## The missing energy

The sum over wavevectors per volume is \(\int 4\pi q^2dq/(2\pi)^3=\int q^2dq/(2\pi^2)\). Beyond the cutoff,

\[
\frac{\Delta E}{V}=-4n^2\int_{q_c}^{\infty}dq\left[\frac1{q^4}+\frac{2k_F^2}{5q^6}\right]
=-\frac{4n^2}{3q_c^3}\left[1+\frac{6k_F^2}{25q_c^2}\right],
\]

where \(6/25=3\cdot\tfrac25\cdot\tfrac15\). The number left open by the dimensional argument is \(C=4/3\).

Screening enters with \(x^3\). Using \(\int d\omega/(\omega^2+a^2)^3=3\pi/(8a^5)\) with \(a=q^2/2\), one wavevector contributes

\[
\frac16\int\frac{d\omega}{2\pi}\,x^3=\frac{\omega_p^6}{6}\,\frac{3}{16a^5}=\frac{\omega_p^6}{q^{10}} .
\]

The leading term is \(-8\pi^2n^2/q^6=-\omega_p^4/(2q^6)\), so the ratio is \(-2\omega_p^2/q^4\). Integration from \(q_c\) multiplies it by \(3/7\). The missing energy per electron is

\[
\delta e(q_c)=-\frac{4n}{3q_c^3}\left[1+\frac{6k_F^2}{25q_c^2}-\frac{6\omega_p^2}{7q_c^4}+\dots\right].
\]

Fermi motion also contributes at relative order \(q_c^{-4}\), through \(\langle\eta^4\rangle\). With \(\langle(\mathbf k\cdot\hat{\mathbf q})^4\rangle=3k_F^4/35\), one finds \(\langle\eta^4\rangle=(2\cdot\tfrac{3}{35}+6\cdot\tfrac1{25})k_F^4/q^4=0.411\,k_F^4/q^4\). After the factor \(3/7\), this adds \(0.176\,k_F^4/q_c^4\) to the bracket.

The expansion requires \(q_c>2k_F\) and \(q_c^4\gg\omega_p^2\). The second condition matters more at low density, because \(\omega_p^2/k_F^4\) grows in proportion to the electron spacing.

## From cutoff to basis size

The cutoff sphere holds

\[
N_b=\frac{V}{(2\pi)^3}\,\frac{4\pi q_c^3}{3}=\frac{Vq_c^3}{6\pi^2}
\]

plane waves. Inserting \(q_c^3=6\pi^2N_b/V\) into the leading term gives \(\Delta E=-4n^2V^2/(18\pi^2N_b)\). The truncated energy lies above the limit by this amount:

\[
E(N_b)=E_\infty+\frac{2}{9\pi^2}\,\frac{N_e^2}{N_b}+O(N_b^{-5/3}).
\]

Per electron the slope is \(2/(9\pi^2)=0.02252\) hartree, or 0.613 eV, against \(N_e/N_b\). It does not depend on density. To leading order, a truncation error of 1 meV per electron therefore takes about 613 product functions per electron. Since \(n=k_F^3/(3\pi^2)\), one has \(N_b/N_e=\tfrac12(q_c/k_F)^3\), and this basis corresponds to \(q_c\approx10.7\,k_F\).

Two calculations at \(N_1<N_2\) determine the line, and its intercept is

\[
E_\infty\approx\frac{N_2E_2-N_1E_1}{N_2-N_1}.
\]

The \(1/N_b\) term cancels. What remains comes from the change of the bracket between the two cutoffs.

## Comparison for the gas

Take an electron spacing parameter \(r_s=2\) bohr, where \(4\pi r_s^3/3=1/n\). Then \(n=0.02984\) bohr\(^{-3}\), \(k_F=0.9596\) bohr\(^{-1}\) and \(\omega_p^2=0.375\) hartree\(^2\). The full logarithm, with the full response of the Fermi sphere, was integrated over \(\omega\) and \(q\) by Gauss–Legendre quadrature. The complete RPA energy is \(-61.801\) mhartree per electron. The truncation errors, in mhartree per electron, are:

| \(q_c/k_F\) | \(N_b/N_e\) | integrated | leading law |
|---|---|---|---|
| 1 | 0.5 | 26.654 | 45.032 |
| 2 | 4 | 5.896 | 5.629 |
| 3 | 13.5 | 1.708 | 1.668 |
| 4 | 32 | 0.714 | 0.704 |
| 8 | 256 | 0.088 | 0.088 |

At \(q_c=4k_F\) the law gives \(22.516/32=0.7036\). The bracket is \(1+0.0150-0.0015=1.0135\), which raises this to 0.7131; the integral gives 0.7136. Between \(8k_F\) and \(16k_F\) the local exponent is \(-3.004\).

At \(q_c=k_F\) the missing energy is 0.59 of the law. The derivation does not apply there: the at-rest estimate of the largest \(x\) is \(4(0.375)/(0.9596)^4=1.8\), which is not small, and some \(\Delta\) are negative.

The density dependence is weak. At \(q_c=4k_F\) the integrated tail divided by the leading law is 1.0150 for \(r_s=1\) and 1.0119 for \(r_s=5\), although the densities differ by a factor of 125.

Now extrapolate from \(3k_F\) and \(4k_F\), where the energies are \(-60.0932\) and \(-61.0876\) mhartree:

\[
\frac{32(-61.0876)-13.5(-60.0932)}{18.5}=-61.813\ \text{mhartree}.
\]

This is 0.012 mhartree below the complete value. The unextrapolated energy at \(4k_F\) is 0.714 mhartree, or 19.4 meV, above it. The small overshoot follows from Fermi motion: the correction \(6k_F^2/(25q_c^2)\) falls from 0.0267 to 0.0150, which gives \(22.516\,(0.0150-0.0267)/18.5=-0.014\) mhartree. The terms of relative order \(q_c^{-4}\) account for most of the remaining difference.

The choice of variable matters. A line in \(1/q_c\) through the same two points gives \(4(-61.0876)-3(-60.0932)=-64.071\) mhartree. Its error of \(-2.27\) mhartree is about three times as large in magnitude as that of the unextrapolated value.

## A crystal

In a crystal the response couples different wavevectors. Let \(V\) be the whole periodic volume, so that \(\mathbf G\) runs over all its wavevectors, and write \(n(\mathbf r)=\sum_{\mathbf Q}n_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}\). With \(X_{\mathbf G\mathbf G'}=-v_G^{1/2}\chi_{0,\mathbf G\mathbf G'}v_{G'}^{1/2}\), the second-order energy is

\[
E^{(2)}=-\frac14\int\frac{d\omega}{2\pi}\sum_{\mathbf G\mathbf G'}|X_{\mathbf G\mathbf G'}|^2 .
\]

Set \(\mathbf Q=\mathbf G-\mathbf G'\) and \(\mathbf p=(\mathbf G+\mathbf G')/2\), with \(p\) much larger than the wavevectors in the occupied orbitals and the density. Every important excitation energy is then close to \(p^2/2\). Taking this common value out of the sum over empty states leaves a completeness sum, which turns the product of the two matrix elements into the density component:

\[
-\chi_{0,\mathbf G\mathbf G'}\simeq n_{\mathbf Q}\,\frac{p^2}{\omega^2+p^4/4}.
\]

For each \(\mathbf Q\) the frequency integral is the earlier one, and a pair contributes \(-8\pi^2|n_{\mathbf Q}|^2/p^6\). Corrections linear in the orbital wavevectors are odd in \(\mathbf p\). They cancel because the excluded region, found next, is unchanged by \(\mathbf p\to-\mathbf p\). The other corrections to the summand are of relative order \(p^{-2}\).

A pair is lost if either \(\mathbf G\) or \(\mathbf G'\) lies outside the cutoff \(G_c\), that is, if

\[
p^2+|\mathbf p\cdot\mathbf Q|+\frac{Q^2}{4}>G_c^2 .
\]

To first order in \(Q/G_c\) this means \(p>G_c-|\mathbf Q\cdot\hat{\mathbf p}|/2\). The radial integral \(\int dp/p^4\) becomes \([1+3|\mathbf Q\cdot\hat{\mathbf p}|/(2G_c)]/(3G_c^3)\). The angular average of \(|\cos\theta|\) is \(1/2\), so

\[
\Delta E=-\frac{4V}{3G_c^3}\sum_{\mathbf Q}|n_{\mathbf Q}|^2\left(1+\frac{3Q}{4G_c}\right).
\]

With \(V\sum_{\mathbf Q}|n_{\mathbf Q}|^2=\int n^2d^3r\) and the same count of plane waves,

\[
E(N_b)=E_\infty+\frac{2}{9\pi^2}\,\frac{V\!\int n^2d^3r}{N_b}\left(1+\frac{\beta}{G_c}+\dots\right),\qquad
\beta=\frac34\,\frac{\sum Q|n_{\mathbf Q}|^2}{\sum|n_{\mathbf Q}|^2}.
\]

The linear law survives, with two changes. By the Cauchy–Schwarz inequality \(V\int n^2\ge N_e^2\), so at equal \(N_e\) and \(N_b\) an uneven density has the larger leading error. The first correction is now of order \(N_b^{-4/3}\), not \(N_b^{-5/3}\).

For a primitive cell sampled at \(N_k\) wavevectors, \(V\int n^2\) is \(N_k^2\) times its one-cell value, and the total \(N_b\) is \(N_k\) times the basis size at one wavevector. Dividing the energy by \(N_k\) leaves the same formula with one-cell quantities.

## Comparison for a modulated cell

Consider two electrons in a cubic cell of side 6 bohr, at one k-point, in the lowest orbital of the potential \(U\cos(bx)\), with \(b=2\pi/6=1.047\) bohr\(^{-1}\). The orbitals were found by diagonalization in plane waves. The response matrix inside each cutoff sphere was diagonalized and integrated over frequency by quadrature. The element \(\mathbf G=0\) was omitted; it does not belong to the tail. The RPA energies per cell, in mhartree, are:

| \(N_b\) | \(U=0\) | \(U=1\) hartree |
|---|---|---|
| 925 | −37.8070 | −58.8898 |
| 4169 | −37.8827 | −59.0822 |
| 24405 | −37.9006 | −59.1253 |

For \(U=0\), the first two rows give the slope \(0.0757/(1/925-1/4169)=90.0\) mhartree. The law gives \(22.516\cdot2^2=90.1\) mhartree.

For \(U=1\) hartree the density is strongly modulated: \(V\int n^2=9.05\) instead of 4, and \(\beta=0.510\) bohr\(^{-1}\). The slope from the first two rows is 1.122 times the leading law, and that from the last two rows is 1.065 times. The boundary term predicts 1.090 and 1.053. It thus explains most of the excess, and leaves 0.033 and 0.012. A further term \(c/G_c^2\) in the bracket, with \(c\approx1.0\,b^2\), would reproduce both remainders. This is a fit, not the coefficient of the next order alone. For a single real orbital, carrying the expansion one order further (not shown here) gives \(c=\sum Q^2|n_{\mathbf Q}|^2/\sum|n_{\mathbf Q}|^2=0.84\,b^2\), which accounts for 0.027 and 0.010. The fitted value is larger because it also absorbs the term of order \(G_c^{-3}\) and the shell structure of the lattice sum.

The linear intercepts are \(-59.1370\) mhartree from the first two rows and \(-59.1342\) from the last two. They differ by 0.003 mhartree, while the energy at \(N_b=4169\) lies 0.052 above the second intercept. Both pairs overshoot the limit because their slopes are too steep, as a positive \(\beta\) requires; the first pair, with the steeper slope, overshoots more.

## Conditions for use with LAPW

In the linearized augmented-plane-wave (LAPW) method, the mixed product basis joins interstitial plane waves to radial functions times spherical harmonics inside the muffin-tin spheres. The derivation concerns a basis that resolves density fluctuations up to one wavevector everywhere. If the interstitial cutoff is raised while the muffin-tin functions stay fixed, the energy tends to the limit of that restricted space. Extrapolation in that cutoff can then reach at best this limit, not the complete RPA energy. The two parts have to be enlarged together.

The cutoff must also exceed the wavevectors that carry weight in the density. With core electrons included these are large, and \(\beta/G_c\) need not be small at an affordable cutoff. A slope that still changes between successive pairs of basis sizes, as in the modulated cell, shows that corrections to the linear law still matter. A steady slope is not proof that the regime has been reached. A compact core responds little to long waves, so it hardly affects the slope while the cutoff lies well below the core's own wavevectors; because its density is high, it changes the slope already at a fraction of them. For a deep core there can thus be a range of cutoffs in which the slope settles at the value for the valence electrons alone, and the extrapolation then misses most of the core's correlation energy. A shallow core may leave no such range.

Finally, the empty states must be converged at each cutoff. If the gas is given empty states only up to \(k_{\max}\), then \(|\mathbf k+\mathbf q|\ge q-k_F\) leaves no transition for \(q>k_{\max}+k_F\). There \(\chi_0=0\), and the energy stops changing as the product basis grows. This plateau is a truncation of the empty states: for large \(k_{\max}\) it lies above the complete energy by at least \(|\delta e(k_{\max}+k_F)|\) per electron.
